# The 1s level of muonic lead: point nucleus and uniform sphere

## The problem

A negative muon is bound to a lead nucleus, $Z=82$, $A=208$. Treat the nucleus as a fixed charge and let the muon obey the Dirac equation with the Hamiltonian

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r).$$

The binding energy is $B=mc^2-E$, where $E$ includes the rest energy. MeV and fm are the natural units here. The data are $mc^2=105.658$ MeV, $\hbar c=197.327$ MeV fm, $Z\alpha=0.598383$ and $K\equiv Z\alpha\,\hbar c=118.077$ MeV fm.

**(a)** Reduce the Dirac equation for the 1s state to two radial equations.

**(b)** Show that a point nucleus gives $B\approx 21$ MeV.

**(c)** Spread the same charge uniformly through a sphere of radius $R=1.2\,A^{1/3}$ fm $=7.110$ fm. Find $V(r)$ and the conditions that the radial functions must satisfy.

**(d)** Solve the radial equations numerically and show that $B\approx10.5$ MeV.

**(e)** Show that $B$ can only fall as $R$ grows, and identify which part of the muon's distribution is responsible.

## Hints

**(a)** Write the upper two components as $g(r)\chi$, with $\chi$ a constant spinor, and the lower two as $i f(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi$.

**(b)** Try a power of $r$ times an exponential, with $f$ proportional to $g$.

**(c)** Find the force from the enclosed charge, then integrate inward from the surface. Near the origin and far away, keep only the dominant terms of the radial equations.

**(d)** Integrate from both ends with a trial $B$. Both functions must join at the surface.

**(e)** Differentiate $E=\langle\psi|H|\psi\rangle$ with respect to $R$ for a normalized state.

## Solution

### (a) Radial equations

Let $\phi$ and $\eta$ be the upper and lower spinors. In the standard representation $H\psi=E\psi$ reads

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=(E-V-mc^2)\phi=-(B+V)\phi,$$
$$c\,\boldsymbol\sigma\cdot\mathbf p\,\phi=(E-V+mc^2)\eta=(2mc^2-B-V)\eta .$$

An s state has a spherically symmetric upper part, $\phi=g\chi$. Since $\nabla g=g'\hat{\mathbf r}$,

$$\boldsymbol\sigma\cdot\nabla(g\chi)=g'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi .$$

The second equation then forces $\eta$ to have the form $if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi$. Its derivative needs

$$\partial_i\!\left(\frac{f}{r}x_j\right)=\frac fr\,\delta_{ij}+\left(\frac fr\right)'\frac{x_ix_j}{r}.$$

This is symmetric in $i$ and $j$, so in the product with $\sigma_i\sigma_j$ the antisymmetric part drops out and $\sigma_i\sigma_j$ may be replaced by $\delta_{ij}$. The sum over $i$ and $j$ gives

$$\boldsymbol\sigma\cdot\nabla(f\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi)=\left[\frac{3f}{r}+r\left(\frac{f'}{r}-\frac{f}{r^2}\right)\right]\chi=\left(f'+\frac{2f}{r}\right)\chi .$$

Now insert $\mathbf p=-i\hbar\nabla$. In the equation for $\phi$ the factors are $-i\hbar c\,g'=i(2mc^2-B-V)f$. In the equation for $\eta$ they are $(-i)(i)=1$. Hence

$$\hbar c\,g'=-(2mc^2-B-V)f,\qquad \hbar c\left(f'+\frac{2f}{r}\right)=-(B+V)g. \tag{1}$$

The normalization is $\int_0^\infty(g^2+f^2)r^2dr=1$.

### (b) Point nucleus

Here $V=-K/r$. Take $g=r^{\gamma-1}e^{-\lambda r}$ and $f=ag$, leaving normalization aside. Then $g'/g=(\gamma-1)/r-\lambda$, and (1) divided by $g$ becomes

$$\hbar c\left(\frac{\gamma-1}{r}-\lambda\right)=-a(2mc^2-B)-\frac{aK}{r},$$
$$\hbar c\,a\left(\frac{\gamma+1}{r}-\lambda\right)=-B+\frac Kr .$$

Both must hold at every $r$, so the $1/r$ terms and the constants match separately:

$$1-\gamma=aZ\alpha,\quad a(1+\gamma)=Z\alpha,\quad \hbar c\lambda=a(2mc^2-B),\quad \hbar c\lambda a=B .$$

Eliminating $a$ from the first two gives $(1-\gamma)(1+\gamma)=(Z\alpha)^2$. The density $r^2g^2\propto r^{2\gamma}$ must be integrable at the origin. With $\gamma=-0.801$ it would not be, so the positive root is taken:

$$\gamma=\sqrt{1-(Z\alpha)^2}=0.801210 .$$

The last two conditions give $B=a^2(2mc^2-B)$, or $B=2mc^2a^2/(1+a^2)$. From the first two, $a^2=(1-\gamma)/(1+\gamma)$, so $1+a^2=2/(1+\gamma)$ and

$$B=mc^2(1-\gamma)=105.658\times0.198790=21.00\ \text{MeV},$$

which is $7.72\times10^5$ hartree. Also $\lambda=B/(a\hbar c)=Z\alpha\,mc^2/\hbar c$, so the length scale of the state is $1/\lambda=3.12$ fm. The function $g$ has no node, as befits the 1s state.

For small $Z\alpha$, $1-\gamma\approx(Z\alpha)^2/2$ and the Schrödinger value $mc^2(Z\alpha)^2/2$ returns. For lead that value is $105.658\times0.358062/2=18.92$ MeV, so relativity adds 2.09 MeV to the point-nucleus binding.

The length 3.12 fm is less than half of $R$. From the density $r^{2\gamma}e^{-2\lambda r}$, 88% of this state would lie at $r<R$, where a real nucleus does not act as a point charge. The point model is therefore inconsistent for this level.

### (c) The sphere and its boundary conditions

At $r<R$ the enclosed fraction of the charge is $(r/R)^3$, so the attraction is $dV/dr=(K/r^2)(r/R)^3=Kr/R^3$. At the surface $V=-K/R$. Integrating inward,

$$V(r)=-\frac KR-\int_r^R\frac{Ks}{R^3}\,ds=-\frac{K}{2R}\left(3-\frac{r^2}{R^2}\right),\qquad r<R, \tag{2}$$

and $V=-K/r$ outside. The depth at the centre is finite: $3K/(2R)=24.91$ MeV.

Near the origin a regular solution has $g\to g_0$ and $f\to br$. Then $f'+2f/r=3b$, and (1) gives

$$f\to-\frac{B+V(0)}{3\hbar c}\,g_0\,r .$$

The other solution has $f\propto r^{-2}$. Its density $r^2f^2\propto r^{-2}$ is not integrable, so it is excluded.

Far away, drop $V$ and $2f/r$ and let both functions fall as $e^{-qr}$. Equations (1) become $\hbar c\,q\,g=(2mc^2-B)f$ and $\hbar c\,q\,f=Bg$. Dividing one by the other gives

$$\frac fg\to\sqrt{\frac{B}{2mc^2-B}} .$$

At the surface $V$ is finite, so (1) gives finite derivatives and neither $g$ nor $f$ can jump.

### (d) The binding energy of the sphere

For a trial $B$, start at $r=10^{-3}R$ with the regular form and integrate (1) outward to $R$, obtaining $(g_1,f_1)$. Start again at 80 fm with the asymptotic ratio and integrate inward to $R$, obtaining $(g_2,f_2)$. The neglected Coulomb tail makes the starting ratio at 80 fm approximate. This does little harm: during inward integration the wanted solution grows, while the unwanted one, which rises with $r$, shrinks.

Each solution has a free overall factor. They join if some number $s$ gives $g_1=sg_2$ and $f_1=sf_2$. Eliminating $s$,

$$D(B)=f_1g_2-f_2g_1=0 .$$

A standard Runge–Kutta integrator supplies $D(B)$. Its sign change between 7 and 21.5 MeV is then narrowed down by a root finder, with the result

$$B=10.48\ \text{MeV}=3.85\times10^5\ \text{hartree}.$$

Diagonalizing the Dirac Hamiltonian in a basis of Laguerre functions, which involves no matching, gives the same energy to the five decimals printed in the numerical output. The resulting $g$ was tested to have no node out to 40 fm, which identifies the 1s state.

The binding has dropped by 10.53 MeV, to 0.499 of the point value. The nearness to one half belongs to this $Z$ and this $R$; other radii give other ratios, as the table in (e) shows.

### (e) Why the binding falls

Differentiate $E=\langle\psi|H|\psi\rangle$ with respect to $R$. The change of $\psi$ contributes $E\,d\langle\psi|\psi\rangle/dR$, which vanishes because the norm is fixed. What remains is the Hellmann–Feynman theorem, $dE/dR=\langle\partial V/\partial R\rangle$. From (2), inside the sphere,

$$\frac{\partial V}{\partial R}=-\frac K2\left(-\frac{3}{R^2}+\frac{3r^2}{R^4}\right)=\frac{3K}{2R^2}\left(1-\frac{r^2}{R^2}\right).$$

Outside, $V=-K/r$ does not depend on $R$. Since $B=mc^2-E$,

$$\frac{dB}{dR}=-\frac{3K}{2R^2}\int_0^R\left(1-\frac{r^2}{R^2}\right)(g^2+f^2)\,r^2dr<0 . \tag{3}$$

The slope comes entirely from the part of the muon's density inside the charge. At $R=7.11$ fm, (3) gives $-0.769$ MeV/fm, in agreement with the difference of energies computed at two neighbouring radii. The energies at several radii are:

| $R$ (fm) | $B$ (MeV) |
|---|---|
| 0.001 | 21.00 |
| 1 | 19.06 |
| 3 | 15.08 |
| 5 | 12.41 |
| 7.11 | 10.48 |

The point value returns as $R\to0$.

The state itself changes greatly. In the sphere's potential 45% of the muon is inside $R$, against 88% for the point-nucleus state. The mean radius is 8.28 fm, whereas the point density gives $(2\gamma+1)/(2\lambda)=4.06$ fm. The muon in the finite nucleus is thus slightly more likely to be found outside it than inside.

How firm is the number 10.5? Making $R$ 2% smaller or larger gives 10.59 or 10.37 MeV, a change of about 1% in $B$. The radius rule and the sharp surface are model choices. Vacuum polarization and other radiative effects, nuclear polarization and screening by electrons are left out. These omissions are large enough to move the third digit. A diffuse (Fermi) surface with the same rms radius and a surface thickness of 2.3 fm raises $B$ by about 0.05 MeV. The lowest-order vacuum polarization (Uehling) potential raises it by a further 0.07 MeV or so, to about 10.6 MeV. The value 10.5 MeV belongs to this model; as a statement about the real level it is good to about 0.1 MeV.

## Variation 1: an estimate without numerical integration

*Bracket the Schrödinger binding energy of the sphere by hand.*

Inside the sphere, (2) is an oscillator potential, $V=-3K/(2R)+\tfrac12m\omega^2r^2$ with $m\omega^2=K/R^3$. Therefore

$$\hbar\omega=\hbar c\sqrt{\frac{K}{mc^2R^3}}=197.327\sqrt{\frac{118.077}{105.658\times359.42}}=11.00\ \text{MeV}.$$

If the parabola is continued to all $r$, the ground state lies $\tfrac32\hbar\omega$ above its bottom:

$$B_{\rm osc}=24.91-16.50=8.41\ \text{MeV}.$$

To see on which side this errs, set $x=r/R$ and subtract the Coulomb potential from the parabola:

$$-\frac{K}{2R}(3-x^2)+\frac{K}{Rx}=\frac{K}{2Rx}(x^3-3x+2)=\frac{K(x-1)^2(x+2)}{2Rx}\ge0 .$$

For $x>1$ this says that the parabola lies above the sphere's potential. For $x<1$ it says that the sphere's potential lies above that of a point charge. By the variational principle, raising a potential cannot lower the Schrödinger ground-state energy. The binding energy therefore lies between $B_{\rm osc}$ and the Schrödinger point value:

$$8.41\ \text{MeV}\le B_{\rm Schr}\le18.92\ \text{MeV}.$$

The numerical Schrödinger value is 10.41 MeV. The Dirac value is only 0.07 MeV higher, compared with the 2.09 MeV found for the point nucleus.

The oscillator estimate is 2.0 MeV too low because the state is not confined to the sphere. The oscillator length $\ell=\sqrt{\hbar/m\omega}$ obeys $\ell^4=\hbar^2/(m\cdot m\omega^2)=(\hbar c)^2R^3/(mc^2K)=\hbar c\,R^3/(Z\alpha\,mc^2)=R^3/\lambda$, so $\ell/R=(\lambda R)^{-1/4}=(3.12/7.11)^{1/4}=0.81$. The parabola differs from the sphere's potential only at $r>R$, so the estimate becomes good when $\ell\ll R$, that is when $\lambda R\gg1$; lead, with $\ell/R=0.81$, is not in that regime.

## Variation 2: letting the nucleus move

*Estimate the recoil shift by replacing $m$ with the reduced mass, and explain why it is smaller for the sphere.*

For two Schrödinger particles whose potential depends on their separation alone, this replacement is exact. In the Dirac equation it is an estimate. It omits relativistic recoil terms, among them those from the Breit interaction of the muon with the current of the moving nucleus.

Apply the theorem of part (e) to the parameter $mc^2$, with $V$ fixed. Since $\partial H/\partial(mc^2)=\beta$,

$$\frac{dE}{d(mc^2)}=\int_0^\infty(g^2-f^2)r^2dr=1-2P_f,\qquad \frac{dB}{d(mc^2)}=2P_f,$$

where $P_f=\int_0^\infty f^2r^2dr$ is the weight of the lower components. For the point nucleus $P_f=a^2/(1+a^2)=(1-\gamma)/2$, so $2P_f=0.199$. For the sphere $P_f=0.0237$ and $2P_f=0.047$.

With the nuclear mass taken as $A$ atomic mass units, the computed shifts of $B$ are $-0.0114$ MeV for the point nucleus and $-0.0027$ MeV for the sphere. Their ratio, 0.24, is that of the two values of $2P_f$. Both shifts reduce the binding, and for the sphere the effect is about 40 times smaller than that of a 2% change in $R$. At the accuracy of this model the nucleus may be held fixed.

## Calculated quantities

```
Z = 82, A = 208
hbar c = 197.3270 MeV fm
muon rest energy = 105.6584 MeV
Z alpha = 0.598383
K = Z alpha hbar c = 118.0771 MeV fm
sphere radius R = 7.1100 fm
muon length hbar c/(Z alpha m c^2) = 3.1211 fm
gamma = 0.801210
f/g for point nucleus = 0.33221
B point nucleus = 21.0038 MeV
B point nucleus = 7.7188e+05 hartree
B sphere, shooting = 10.47630 MeV
B sphere, diagonalization = 10.47630 MeV
B sphere = 3.8500e+05 hartree
ratio B sphere / B point = 0.4988
drop B point - B sphere = 10.5275 MeV
potential depth at centre = 24.9108 MeV
oscillator quantum hbar omega = 11.0031 MeV
B oscillator estimate = 8.4062 MeV
B sphere, Schroedinger = 10.4107 MeV
probability inside R, point nucleus = 0.8838
probability inside R, sphere = 0.4456
lower-component weight, sphere = 0.0237
mean muon radius, sphere = 8.2793 fm
R = 0.0010 fm: B = 21.0038 MeV
R = 0.1000 fm: B = 20.9294 MeV
R = 1.0000 fm: B = 19.0557 MeV
R = 3.0000 fm: B = 15.0758 MeV
R = 5.0000 fm: B = 12.4106 MeV
R = 7.1100 fm: B = 10.4763 MeV
dB/dR, Hellmann-Feynman = -0.76860 MeV/fm
dB/dR, finite difference = -0.76860 MeV/fm
B with R 2% smaller = 10.5868 MeV
B with R 2% larger = 10.3682 MeV
reduced-mass shift of B, point = -0.0114 MeV
reduced-mass shift of B, sphere = -0.0027 MeV
```
